\section*{Stefan-Flow-Corrected Fluorine Flux to Silicon through a Stagnant Gas Layer}

\section{The decision that depends on the flux law}

Suppose that a reaction probability for fluorine atoms on silicon is to be extracted from an etch rate. If the products are known, the rate fixes the number of atoms consumed per unit area and time. The density of atoms just above the surface is not known directly. It must be found by subtracting the drop across the gas layer from the density in the bulk, so one has to decide which law gives that drop.

The choice can matter a great deal. In the example worked below, the linear Fick law applied to the correct etch rate returns a reaction probability of about 0.1, while the value that produced the rate was 0.01. That example is fluorine-rich and strongly limited by transport; for a true value of 0.002 the error is a factor of only 1.3. The linear law omits a drift that the reaction itself creates: four atoms arrive for each molecule that leaves, so more particles move toward the surface than away from it, and this net flow carries fluorine along.

Let $z$ run from the bulk edge of the layer, $z=0$, to the silicon surface, $z=L$. Fluxes are numbers of particles per area and time, positive toward the surface. The layer contains F atoms, with number fraction $x$, and SiF$_4$ molecules, with number fraction $1-x$. The edge values are $x(0)=x_b$ and $x(L)=x_s$, with $x_b>x_s$. Temperature $T$ and pressure $p$ are uniform, so the total number density $c=p/(k_BT)$ is uniform as well. The binary diffusivity $D$ is taken as independent of composition. No reaction occurs in the gas, and the state is steady. ``Stagnant'' means that there is no imposed or lateral flow. It does not mean that the gas has no velocity normal to the surface.

The result to be derived for the fluorine flux $N$ is
\begin{equation}
N=\frac{4cD}{3L}\,\ln\frac{1-\frac34x_s}{1-\frac34x_b}.
\label{eq:main}
\end{equation}

\section{First derivation: diffusion relative to a drifting gas}

With no gas-phase reaction, steady conservation of each species in one dimension gives $dN/dz=0$ and $dN_S/dz=0$, where $N_S$ is the SiF$_4$ flux. Both fluxes therefore keep their surface values throughout the layer. The surface reaction is
\begin{equation}
\mathrm{Si}+4\,\mathrm{F}\rightarrow\mathrm{SiF_4},
\qquad N_S=-\frac N4 .
\label{eq:stoich}
\end{equation}
The minus sign says that the product moves away from the surface. The total particle flux is
\begin{equation}
N+N_S=aN,\qquad a=1-\frac14=\frac34 .
\end{equation}
Division by $c$ gives the number-average velocity $u=aN/c$, which points toward the surface.

Fick's law for number fractions gives the flux relative to this velocity, $-cD\,dx/dz$. The flux relative to the fixed surface also contains the fluorine carried by the drift, $cxu=axN$:
\begin{equation}
N=axN-cD\frac{dx}{dz}.
\label{eq:fick}
\end{equation}
The choice of velocity is not a formality. With $m_{\mathrm F}$ and $m_{\mathrm{Si}}$ the atomic masses, the mass flux is
\begin{equation}
m_{\mathrm F}N-\frac N4\left(m_{\mathrm{Si}}+4m_{\mathrm F}\right)
=-\frac{m_{\mathrm{Si}}}{4}N .
\end{equation}
Mass leaves the surface, as it must when silicon is removed, while the number of gas particles flows toward it. The mass-average and number-average velocities thus have opposite signs. Inserting the mass-average velocity into Eq.~\eqref{eq:fick} would reverse the sign of the correction.

Moving the drift term to the left gives $N(1-ax)=-cD\,dx/dz$. Since $0\le x\le1$ and $a<1$, the factor $1-ax$ is positive and may be divided out:
\begin{equation}
N\,dz=-cD\,\frac{dx}{1-ax}.
\end{equation}
The left side integrates to $NL$ because $N$ is constant. On the right, $d\ln(1-ax)=-a\,dx/(1-ax)$, so
\begin{align}
NL&=-cD\int_{x_b}^{x_s}\frac{dx}{1-ax}
=\frac{cD}{a}\Big[\ln(1-ax)\Big]_{x_b}^{x_s}\nonumber\\
&=\frac{cD}{a}\ln\frac{1-ax_s}{1-ax_b}.
\label{eq:log}
\end{align}
Setting $a=3/4$ gives Eq.~\eqref{eq:main}. The argument of the logarithm exceeds one when $x_b>x_s$, so the flux is positive.

\section{Second derivation: friction and the fluorine balance}

The same flux follows from forces on the two gases, without Fick's law and without choosing an average velocity. Let $v_F$ and $v_S$ be the mean velocities of the species, so that $N=cxv_F$ and $N_S=c(1-x)v_S$. Collisions transfer momentum from the faster species to the slower one. For small relative velocity the force per volume on fluorine is proportional to that velocity and, for binary collisions, to both densities. Its coefficient defines the diffusivity. If inertia and viscous stress are neglected, this force balances the gradient of the partial pressure $px$:
\begin{equation}
\frac{d(px)}{dz}=-\frac{p\,x(1-x)}{D}\,(v_F-v_S).
\label{eq:force}
\end{equation}
The force on SiF$_4$ is equal and opposite. Adding the two balances gives $dp/dz=0$, so uniform pressure follows within this approximation. Dividing Eq.~\eqref{eq:force} by $p$ and replacing velocities by fluxes gives
\begin{equation}
\frac{dx}{dz}=\frac{xN_S-(1-x)N}{cD}.
\label{eq:ms}
\end{equation}
The SiF$_4$ fraction $x_S=1-x$ has the opposite gradient.

Now count fluorine atoms, whether free or bound. Their number per gas particle is
\begin{equation}
q=x+4x_S=4-3x=4\left(1-\tfrac34x\right).
\label{eq:q}
\end{equation}
Their net flux is $N+4N_S$, which vanishes by Eq.~\eqref{eq:stoich}: every fluorine atom that reaches the surface leaves it again inside a molecule. The gradient of $q$ is
\begin{align}
\frac{dq}{dz}&=\frac{dx}{dz}+4\frac{dx_S}{dz}=-3\frac{dx}{dz}
=\frac{3}{cD}\left[(1-x)N-xN_S\right]\nonumber\\
&=\frac{3N}{cD}\left[1-x+\frac x4\right]
=\frac{3N}{cD}\left(1-\tfrac34x\right)
=\frac{3N}{4cD}\,q .
\label{eq:qgrow}
\end{align}
The last step uses Eq.~\eqref{eq:q}. The coefficient of $q$ is constant, so the fluorine content grows exponentially toward the surface:
\begin{equation}
q(L)=q(0)\exp\!\left(\frac{3NL}{4cD}\right).
\end{equation}
Taking the logarithm and inserting $q=4(1-\frac34x)$ at both ends, where the factors of 4 cancel, gives
\begin{equation}
\frac{3NL}{4cD}=\ln\frac{1-\frac34x_s}{1-\frac34x_b},
\end{equation}
which is Eq.~\eqref{eq:main} again.

This route explains the logarithm physically. The drift carries total fluorine toward the surface at the rate $cqu$, and since no net fluorine may arrive, diffusion must carry the same amount back. Equation~\eqref{eq:qgrow} states this balance, $qu=D\,dq/dz$. The stationary profile of a substance held between a uniform drift and diffusion is exponential, and the flux sits in the exponent. Solving for the flux produces the logarithm.

Applying the exponential law up to an intermediate position and eliminating $N$ gives the profile
\begin{equation}
1-ax(z)=(1-ax_b)^{1-z/L}(1-ax_s)^{z/L}.
\label{eq:profile}
\end{equation}

\section{What each derivation assumes}

To reach Eq.~\eqref{eq:main}, both derivations need steady fluxes, the return of one molecule for four atoms, no gas-phase reaction and a uniform $cD$. They differ in the transport law and in how readily they extend to further gases.

The first takes Fick's law as given and must attach it to the number-average velocity. A composition-dependent diffusivity is easily admitted: $D(x)$ stays inside the integral, $NL=c\int_{x_s}^{x_b}D(x)\,dx/(1-ax)$, and a pure logarithm is no longer guaranteed. The second derivation allows the same change, because Eq.~\eqref{eq:qgrow} can also be separated and integrated when $D$ depends on $x$.

The second takes a linear friction force and neglects inertia and viscosity. Fick's law is then a consequence, because inserting $N_S=(a-1)N$ into Eq.~\eqref{eq:ms} gives $cD\,dx/dz=(ax-1)N$, which is Eq.~\eqref{eq:fick}. Its advantage is that friction terms can be added for further gases. With species $j$ of fraction $x_j$, flux $N_j$ and pair diffusivity $D_{Fj}$,
\begin{equation}
\frac{dx}{dz}=\sum_{j\ne F}\frac{xN_j-x_jN}{cD_{Fj}} .
\label{eq:multi}
\end{equation}
If all $D_{Fj}$ equal $D$, then $\sum_{j\neq F}N_j=(a-1)N$ and $\sum_{j\neq F}x_j=1-x$, where $a$ is the total particle flux divided by $N$. The right side becomes $[x(a-1)-(1-x)]N/(cD)=(ax-1)N/(cD)$. The logarithmic law therefore survives an inert third gas of equal diffusivity. A departure caused by such a gas, at fixed end fractions of F, comes from unequal diffusivities.

\section{Size of the correction and its limits}

At the same end fractions the linear law gives $N_{\rm Fick}=cD(x_b-x_s)/L$. The ratio of Eq.~\eqref{eq:log} to it is
\begin{equation}
\Theta=\frac{N}{N_{\rm Fick}}=\frac{1}{x_b-x_s}\int_{x_s}^{x_b}\frac{dx}{1-ax},
\label{eq:theta}
\end{equation}
the mean of $1/(1-ax)$ over the composition interval. For $0<a<1$ the integrand exceeds one at every $x>0$, so $\Theta>1$. When $ax_b$ is small, $1/(1-ax)=1+ax+\dots$ and
\begin{equation}
\Theta=1+\frac a2(x_b+x_s)+\dots
\end{equation}
The linear law is thus the limit of dilute fluorine. A small difference between the end fractions is not enough: if both approach a common value $x$, then $\Theta\to1/(1-ax)$.

The return ratio also has instructive limits. If one molecule returned for each atom, $a$ would be zero, no drift would arise, and Eq.~\eqref{eq:fick} would reduce to the linear law. If nothing returned, $a$ would be one, and the flux $(cD/L)\ln[(1-x_s)/(1-x_b)]$ would diverge for $x_b\to1$ at fixed $x_s<1$, because the flow would sweep the second gas into an ever thinner film at the surface. For $a=3/4$ the flux stays finite even with pure fluorine at the bulk edge, since the product must still diffuse out. With $x_b=1$ and $x_s=0$,
\begin{equation}
\frac{NL}{cD}=\frac43\ln4=1.848 .
\end{equation}
This is the largest dimensionless flux that the layer can pass. It is also the largest $\Theta$ for a perfectly absorbing surface, but not the largest $\Theta$ overall: as both fractions approach one, $\Theta$ approaches 4 while the flux itself vanishes. The line labelled ``Largest ratio'' in the numerical output after this text must be read with that restriction.

\section{Coupling to a reactive surface}

The fraction $x_s$ is set by the surface. For a Maxwell distribution of atoms with mass $m_{\mathrm F}$, the number striking unit area per time is
\begin{equation}
cx_s\!\int_0^\infty\! w\,\sqrt{\frac{m_{\mathrm F}}{2\pi k_BT}}\;
e^{-m_{\mathrm F}w^2/2k_BT}\,dw
=cx_s\sqrt{\frac{k_BT}{2\pi m_{\mathrm F}}}
=\frac{cx_s\bar v}{4},
\end{equation}
where $w$ is the velocity component toward the surface and $\bar v=\sqrt{8k_BT/\pi m_{\mathrm F}}$ is the mean speed. If a fraction $\gamma\ll1$ of the impacts leads to reaction, then
\begin{equation}
N=\frac{\gamma\bar v}{4}\,cx_s,\qquad
\frac{NL}{cD}=Kx_s,\qquad K=\frac{\gamma\bar vL}{4D}.
\label{eq:surface}
\end{equation}
The number $K$ compares the surface reaction rate with the rate of diffusion.

Put $y=1-ax_s$ and $b=1-ax_b$. Equating Eqs.~\eqref{eq:log} and \eqref{eq:surface} and multiplying by $a$ gives $K(1-y)=\ln y-\ln b$. Collecting the terms in $y$, exponentiating, and multiplying by $K$ gives
\begin{align}
\ln y+Ky&=K+\ln b,\nonumber\\
Ky\,e^{Ky}&=Kb\,e^{K},\nonumber\\
x_s&=\frac1a\left[1-\frac{W(Kbe^K)}{K}\right],
\label{eq:lambert}
\end{align}
where $W$ is the principal Lambert function, the positive solution of $We^W=s$ for $s>0$. The root is unique because the surface flux rises with $x_s$ while the transport flux falls.

\section{A worked case}

Take round parameters: $p=1$ Torr, $T=300$ K, $L=2$ cm, $x_b=0.6$, $D=100$ cm$^2$/s and $\gamma=0.01$. The gas density is $c=3.219\times10^{16}$ cm$^{-3}$ and the mean speed is 578.2 m/s, or $5.782\times10^4$ cm/s. Hence
\begin{align}
K&=\frac{0.01\times5.782\times10^4\times2}{4\times100}=2.891,\\
\frac{cD}{L}&=\frac{3.219\times10^{16}\times100}{2}
=1.609\times10^{18}\ \mathrm{cm^{-2}\,s^{-1}}.
\end{align}
Equation~\eqref{eq:lambert} gives $x_s=0.2005$. The flux is then
\begin{align}
\frac{NL}{cD}&=\frac43\ln\frac{1-0.75\times0.2005}{1-0.75\times0.6}=0.580,\\
N&=0.580\times1.609\times10^{18}
=9.3\times10^{17}\ \mathrm{cm^{-2}\,s^{-1}} .
\end{align}
A time-dependent solution of the fluorine conservation law on 40 cells, started from a uniform fraction of 0.6 and run for four diffusion times $L^2/D$, settles to the same dimensionless flux, 0.5798.

In this model each silicon atom removed consumes four fluorine atoms. With $n_{\rm Si}=5\times10^{22}$ cm$^{-3}$ the etch rate is $N/(4n_{\rm Si})=47$ nm/s, or 2.8 $\mu$m/min. The drift supplies the share $ax$ of the fluorine flux: 45\% at the bulk edge and 15\% at the surface. The number-average velocity is 22 cm/s toward the surface, while the mass-average velocity at the surface is 2.3 cm/s away from it.

Two comparisons with the linear law must be kept apart. With both end fractions held at 0.6 and 0.2005, Fick gives 0.3995, so $\Theta=1.45$. With $x_b$ and $\gamma$ held fixed instead, the linear law gives $x_s=x_b/(1+K)=0.154$ and a flux of 0.446, so the ratio is 1.30. The second ratio is smaller because the drift lowers only the transport part of the resistance. Combining $NL/(cD)=\Theta(x_b-x_s)$ with $NL/(cD)=Kx_s$ gives
\begin{equation}
\frac{NL}{cD}=\frac{x_b}{1/K+1/\Theta}
=\frac{0.6}{0.346+0.689}=0.580,
\end{equation}
and $\Theta=1$ in the same expression returns 0.446. For a perfectly absorbing surface the logarithmic flux is 0.797 against 0.6, a ratio of 1.33.

The inverse problem is much more sensitive. Assigning the flux 0.5798 to the linear law requires $x_s=0.6-0.5798=0.0202$, hence $K=0.5798/0.0202\approx29$ and $\gamma\approx0.1$, with all other parameters unchanged. The inferred surface fraction is a small difference of nearly equal numbers, which turns a moderate error in the flux law into a factor of ten in $\gamma$. That factor belongs to these inputs. With a diffusivity 5\% larger in the linear law it would be about 4, and with one 5\% smaller no positive $x_s$ would fit the rate at all. For a true $\gamma$ of 0.002, with the other inputs as given, it is only 1.3.

\section{The model beside a real etcher}

The pressure is a rough value for silicon etching by a remote fluorine plasma. The reaction probability of 0.01 is high: a commonly used rate law for thermal F atoms gives about 0.002 near room temperature, five times less. With that value and the other inputs unchanged, the ratio of the logarithmic to the linear flux at fixed $x_b$ and $\gamma$ falls from 1.30 to 1.17. The bulk gas is far from typical: real plasmas also contain feed gas, carrier gas and molecular fluorine, and 40\% SiF$_4$ means heavily used gas. The binary assumption is thus the first to break. Replacing all the bulk SiF$_4$ by unreactive F$_2$, with $x_b$, $L$ and $\gamma$ fixed and rough diffusivities of 150 cm$^2$/s for F--F$_2$ and 70 cm$^2$/s for F$_2$--SiF$_4$, raises the flux by 19\%. The figure is sensitive to these inputs: with kinetic-theory estimates of 209 and 78 cm$^2$/s for the same pairs, and 113 cm$^2$/s for F--SiF$_4$, the rise is 25\%. By the argument after Eq.~\eqref{eq:multi}, this change comes from the unequal diffusivities.

Reaction heat has the next largest effect on the fluorine flux among those sized here. With roughly 5 eV released per F atom and a wafer clamp conductance of 500 W\,m$^{-2}$\,K$^{-1}$, the wafer warms by about 16 K. If $\gamma$ has an activation energy of 0.1 eV, the flux rises by 5\%. Warming the gas as well would raise $cD$ by about 2\%, if $cD$ scales as $T^{0.75}$ and the mean gas temperature rises by half the wafer's warming. Warmer gas at the wafer would also lower the impact rate at a given surface fraction by about 3\%, because at fixed pressure the density falls faster than the mean speed rises. With all three effects together the flux rises by about 6\%. Thermal diffusion is not included; a thermal diffusion factor of magnitude 0.3 would change the flux by about 0.7\%.

Three-body recombination in the gas, with a rough coefficient $k_3=10^{-33}$ cm$^6$/s, removes $2k_3c^3x^2$ atoms per volume and time. Integrated over the profile of Eq.~\eqref{eq:profile}, this is 2.6\% of the surface flux. At fixed temperature, composition profile and dimensionless flux the share grows as $p^3L^2$, since $cD$ does not depend on pressure, so thick layers at higher pressure violate the assumption of constant fluxes.

If 10\% of the consumed atoms left the surface as F$_2$, at the same total loss probability, the fluorine flux would change by well under 1\% with these rough diffusivities. More returning particles weaken the drift, but the unequal diffusivities act the other way, and the two effects nearly cancel for the values chosen. The etch rate would still fall by about 10\%, because those atoms remove no silicon.

SiF$_4$ is also not the only product of real etching; some silicon leaves as SiF$_2$. If 10\% of the silicon left in that form, treated as unreactive and of equal diffusivity, the fluorine flux would fall by 0.6\% and the etch rate would rise by about 5\%. Reading that rate with four atoms per silicon and the logarithmic law would overestimate $\gamma$ by a factor of about 1.2, and by about 1.9 for a share of 30\%. Extracting $\gamma$ from an etch rate therefore needs the product distribution as well as the flux law.

The other effects estimated here are small. The mean free path, estimated as $3D/\bar v$, is 0.3\% of $L$. An atom distribution that carries a net flux adds about $N/2$ to the impact rate, which replaces $\gamma$ by $\gamma/(1-\gamma/2)$ and changes the flux by 0.14\%. The momentum flux of the species at the surface is about $3\times10^{-6}$ of the pressure, which supports the neglect of inertia in Eq.~\eqref{eq:force}. Filling the space left by the receding silicon takes a gas flux of about $2\times10^{-7}$ of $N$, and the diffusion time $L^2/D$ is 40 ms, during which the surface recedes by about 2 nm. The layer may therefore be treated as steady and its thickness as fixed.

\section*{Numbers as computed}
\begin{verbatim}
Pressure: 1 Torr
Gas temperature: 300 K
Layer thickness: 2 cm
Bulk F fraction: 0.6
Reaction probability: 0.01
Diffusivity F-SiF4: 100 cm2/s
Silicon atom density: 5e+22 cm^-3
Gas number density: 3.219e+16 cm^-3
Mean F speed: 578.2 m/s
Surface rate number K: 2.891
Flux unit cD/L: 1.609e+18 cm^-2 s^-1
Surface F fraction: 0.2005
Mid-layer F fraction: 0.4219
Dimensionless F flux, logarithmic law: 0.5798
Dimensionless F flux, transient check: 0.5798
F flux: 9.331e+17 cm^-2 s^-1
Returned SiF4 flux: 2.333e+17 cm^-2 s^-1
Etch rate: 46.66 nm/s
Etch rate converted: 2.799 um/min
Fick flux, same end fractions: 0.3995
Log/Fick ratio, same end fractions: 1.451
Fick surface fraction, same gamma: 0.1542
Fick flux, same gamma: 0.4458
Log/Fick ratio, same gamma: 1.301
Log flux for zero surface fraction: 0.7971
Largest ratio, x_b=1 and x_s=0: 1.848
Drift share of F flux at bulk edge: 45 %
Drift share of F flux at surface: 15.04 %
Number-average velocity: 21.74 cm/s
Mass-average velocity at surface: -2.339 cm/s
Diffusion time L^2/D: 40 ms
Rough diffusivity F-F2: 150 cm2/s
Rough diffusivity F2-SiF4: 70 cm2/s
Flux change, bulk SiF4 replaced by F2: 18.56 %
Assumed share of F recombining at surface: 10 %
Flux change from that recombination: 0.15 %
Rough heat release per F atom: 5 eV
Rough wafer clamp conductance: 500 W m^-2 K^-1
Rough activation energy: 0.1 eV
Wafer warming: 15.74 K
Flux change from activated gamma: 5.3 %
Change of cD if it scales as T^0.75: 1.961 %
Rough three-body rate coefficient: 1e-33 cm^6/s
Gas recombination loss / F flux: 2.648 %
Knudsen number, path estimated as 3D/v: 0.002594
Flux change from half-range correction: 0.1448 %
Species momentum flux / pressure: 3.466e-06
Gas filling recession volume / F flux: 1.609e-07
\end{verbatim}
